# Valence-Band Offsets from Core Levels: Kraut's Formula and Its Errors

## 1. Two band edges in one spectrum

A thin film of semiconductor A lies on a substrate of semiconductor B. At the plane where they meet, the valence-band maximum in general jumps, by an amount that depends on the pair of materials. This jump, the valence-band offset, helps to decide on which side holes collect. How can it be measured by photoemission?

The direct way would be to read both valence edges in one spectrum of the junction. If the film is thin enough for electrons from B to escape, both materials contribute to that spectrum. Their valence emissions overlap, however, and the edge at larger binding energy lies on top of the emission of the other material. The upper onset can be read, but the lower one is hard to locate, especially when the offset is small.

Measuring each edge on a separate bulk sample does not solve the problem. Binding energies are counted from the Fermi level, and the distance from there to the valence maximum depends on doping and on surface charge. It is generally different once the materials have been joined.

Core levels supply the missing link. They are narrow, they belong to identifiable elements, and peaks from A and B can often be chosen that do not overlap. If the distance from core level to valence maximum is known for each material, the two core peaks of the junction locate both valence edges.

## 2. Definitions and signs

Let \(B\) be a binding energy, positive downward from the Fermi level. The electron energy on the same scale is \(E=-B\). The subscripts c and v denote the chosen core level and the valence maximum. The offset is defined at the interface plane as

\[
V = E_v(A)-E_v(B) = B_v(B)-B_v(A). \tag{1}
\]

The order of A and B changes in the second form because \(E=-B\). A positive \(V\) means that the valence maximum of A lies higher in electron energy.

Three separations are measured, each within a single spectrum:

\[
D_A = B_c^{\rm bulk}(A)-B_v^{\rm bulk}(A),\qquad
D_B = B_c^{\rm bulk}(B)-B_v^{\rm bulk}(B), \tag{2}
\]

\[
S = B_c^{\rm int}(B)-B_c^{\rm int}(A). \tag{3}
\]

The label "int" refers to the junction sample. For now the levels in all three samples are taken to be flat over the depth from which electrons escape; Section 8 treats levels that vary linearly with depth in the junction.

Suppose that one spectrum is displaced by a constant \(k\), through uniform charging or a misplaced Fermi level. Every reading \(B\) in it becomes \(B+k\), and a separation becomes

\[
(B_1+k)-(B_2+k)=B_1-B_2 .
\]

The constant cancels. The three spectra therefore need no common energy zero. Charging that differs between film and substrate is another matter: it does not cancel in \(S\).

## 3. Why the bulk separation can be carried to the interface

Let an electrostatic potential add the energy \(U\) to every electron in a region of material X. If \(U\) is constant, the Hamiltonian \(H\) becomes \(H+U\). From \(H\psi=E\psi\) it follows that

\[
(H+U)\psi=(E+U)\psi .
\]

All levels rise by \(U\), so all binding energies fall by \(U\):

\[
B_c\to B_c-U,\qquad B_v\to B_v-U,\qquad B_c-B_v\to B_c-B_v .
\]

If \(U\) varies slowly, the same holds locally, to leading order in that variation. For a core level, slowly means on the scale of an atom. The states at a band edge are extended, and in a slope \(F\) of \(U\) a local edge is defined only over the length \((\hbar^2/2m^*F)^{1/3}\): about 1.4 nm, or 0.04 eV in energy, for \(F=0.03\) eV/nm and an effective mass \(m^*\) of half the electron mass. Band bending thus moves the core level and the valence edge of one material together. The interface dipole changes over atomic distances, but outside that thin layer it acts as a constant step, so there the same conclusion holds; inside the layer the argument does not apply.

This argument covers the potential alone. The separation can also change because the material itself has changed, through strain, intermixing, new bonds or a film too thin to have bulk bands. Moreover, a measured core binding energy includes the response of the other electrons to the core hole, and this screening may differ near an interface. The central assumption is therefore that the probed material next to the interface has the bulk separation:

\[
B_c^{\rm int}(X)-B_v^{\rm int}(X)=D_X,\qquad X=A,B. \tag{4}
\]

The same core line must be used in the bulk and at the junction, with the same definition of its position.

## 4. The formula

Solve (4) for the valence edges:

\[
B_v^{\rm int}(A)=B_c^{\rm int}(A)-D_A,\qquad
B_v^{\rm int}(B)=B_c^{\rm int}(B)-D_B .
\]

Insert both into (1):

\[
\begin{aligned}
V&=\left[B_c^{\rm int}(B)-D_B\right]-\left[B_c^{\rm int}(A)-D_A\right]\\
&=\left[B_c^{\rm int}(B)-B_c^{\rm int}(A)\right]+D_A-D_B .
\end{aligned}
\]

The bracket in the last line is \(S\), so

\[
\boxed{V=S+D_A-D_B.} \tag{5}
\]

This is Kraut's formula. Exchanging the labels A and B turns \(S\) into \(-S\) and \(D_A-D_B\) into \(D_B-D_A\), so \(V\) becomes \(-V\), as (1) requires. Someone who defines the offset as \(E_v(B)-E_v(A)\) will write all three terms with the opposite sign.

**A limiting case.** Let both sides be the same material in the same potential, but follow a different core level on each side. The valence edge is common, so \(S=D_B-D_A\), and (5) gives \(V=0\). The choice of core levels drops out.

**Two junctions of the same pair.** If two preparations give interface separations \(S_1\) and \(S_2\), then

\[
V_1-V_2=(S_1+D_A-D_B)-(S_2+D_A-D_B)=S_1-S_2 .
\]

The change of offset needs no valence-edge measurement, provided that (4) holds in both junctions.

**The conduction band.** With band gaps \(G_X\), the conduction minimum is \(E_v(X)+G_X\). Its offset is therefore \(E_c(A)-E_c(B)=V+G_A-G_B\), where \(E_c\) here means the conduction minimum. The gaps must be those of the materials as they exist at the interface.

## 5. A chain in which the offset is known

A small model shows the formula at work where the band edges can also be found without it. Each material is a chain of 300 cells. Each cell has one core and one valence orbital, coupled by 1.0 eV, and neighbouring valence orbitals are coupled by a hopping energy.

- In A the core orbital lies at −18.0 eV, the valence orbital at 0 eV, and the hopping is 1.0 eV.
- In B, on its own energy scale, the values are −30.0 eV, 5.0 eV and 0.8 eV.
- The hopping across the interface is 0.9 eV.

The bulk separations come from diagonalizing a closed ring of each material: \(D_A=20.106\) eV and \(D_B=36.656\) eV. The first value can be understood by hand. Without core–valence coupling the top of the A band lies at twice the hopping, 2 eV, which is 20 eV above the core level. The coupling pushes the band top up by about \(1/20\) eV and the core level down by about \(1/18\) eV, which together give the extra 0.106 eV.

The chains are then joined, and a potential step of −5.9 eV is added to every level of B. The junction Hamiltonian is diagonalized. The core energy on each side is the mean energy of the core states, weighted by their presence in the five cells next to the interface. Their difference is \(S=17.873\) eV, and (5) gives

\[
V=17.873+20.106-36.656=1.323\ \text{eV}.
\]

The edges can also be read from the junction's eigenstates: for each material, take the highest state that has more than half its weight there. The difference of these two energies is 1.323 eV as well. With a step of −7.2 eV, \(S\) rises to 19.173 eV, and both routes give 2.623 eV. The offset has followed the change in \(S\), while the bulk separations have stayed fixed.

The model has no interaction between electrons and no core-hole screening. It illustrates the transfer of the bulk separation across a potential step, not the size of the step in a real junction. Both sides are also thick. If A is cut to a film of ten cells, (5) still gives 1.323 eV, but confinement lowers the highest state of A by about 0.07 eV, and by about 0.23 eV for five cells. Equation (5) gives the offset of the bulk-like band edges; the highest hole state of a thin film lies below that edge by its confinement energy.

**When the assumption fails.** Let the true separation next to the interface be \(D_X+\eta_X\) instead of \(D_X\). Repeating the steps of Section 4 gives

\[
V_{\rm true}=S+(D_A+\eta_A)-(D_B+\eta_B),
\]

so that

\[
V_{\rm formula}-V_{\rm true}=\eta_B-\eta_A. \tag{6}
\]

Equal changes cancel, and a change on one side enters in full. In the chain with the −5.9 eV step, the core orbitals of the five B cells at the interface were given 0.20 eV more binding, with the valence orbitals left alone. The offset read from the eigenstates stayed at 1.323 eV, but the formula came out 0.200 eV too large. Repeating the measurement would not reveal such an error, since it is not a scatter of readings.

## 6. Propagating the three errors

Let \(\delta D_A\), \(\delta D_B\) and \(\delta S\) be the deviations of the measured separations from their true values, each with zero mean. Because (5) is linear, the deviation of \(V\) follows without approximation:

\[
\delta V=\delta S+\delta D_A-\delta D_B .
\]

Its square is

\[
\begin{aligned}
(\delta V)^2={}&(\delta S)^2+(\delta D_A)^2+(\delta D_B)^2\\
&+2\,\delta S\,\delta D_A-2\,\delta S\,\delta D_B-2\,\delta D_A\,\delta D_B .
\end{aligned}
\]

Now average over many imagined repetitions. The averages of the squares are the variances \(\sigma_S^2,\sigma_A^2,\sigma_B^2\). The averages of the products are the covariances, for example \(C_{AB}=\langle\delta D_A\,\delta D_B\rangle\). Thus

\[
\sigma_V^2=\sigma_S^2+\sigma_A^2+\sigma_B^2+2C_{AS}-2C_{BS}-2C_{AB}. \tag{7}
\]

If the three errors are uncorrelated, the covariances vanish:

\[
\boxed{\sigma_V=\sqrt{\sigma_A^2+\sigma_B^2+\sigma_S^2}.} \tag{8}
\]

The minus sign in front of \(D_B\) has disappeared because it was squared: subtracting a quantity does not subtract its uncertainty. No normal distribution was assumed; finite variances suffice.

If nothing is known about the correlations, a bound remains. The size of a covariance cannot exceed the product of the two standard deviations. Giving every covariance term in (7) its largest positive value yields

\[
\sigma_V^2\le\sigma_S^2+\sigma_A^2+\sigma_B^2+2\sigma_A\sigma_S+2\sigma_B\sigma_S+2\sigma_A\sigma_B
=(\sigma_A+\sigma_B+\sigma_S)^2 .
\]

The plain sum is thus an upper bound on the standard error, not an estimate of it.

Each separation is itself a difference of two readings. If their errors are independent, the same argument gives

\[
\sigma_A^2=\sigma_{c,A}^2+\sigma_{v,A}^2,\qquad
\sigma_B^2=\sigma_{c,B}^2+\sigma_{v,B}^2,
\]

and \(\sigma_S^2\) is the sum of the variances of the two interface peak positions.

## 7. A worked example

The following round readings are model values and represent no particular materials.

| Reading | Binding energy (eV) | Standard error (eV) |
|---|---:|---:|
| Bulk A, core | 19.60 | 0.02 |
| Bulk A, edge | 0.80 | 0.04 |
| Bulk B, core | 54.90 | 0.02 |
| Bulk B, edge | 1.20 | 0.05 |
| Interface, core of A | 19.90 | 0.02 |
| Interface, core of B | 55.40 | 0.02 |

The separations are

\[
\begin{aligned}
D_A&=19.60-0.80=18.80\ \text{eV},\\
D_B&=54.90-1.20=53.70\ \text{eV},\\
S&=55.40-19.90=35.50\ \text{eV}.
\end{aligned}
\]

The offset is

\[
V=35.50+18.80-53.70=0.60\ \text{eV}.
\]

On the energy scale of the junction, the edge of A lies at \(19.90-18.80=1.10\) eV and that of B at \(55.40-53.70=1.70\) eV. The edge of A has the smaller binding energy, so it is the higher one, in agreement with \(V>0\). Subtracting the two bulk edge readings would have given \(1.20-0.80=0.40\) eV. That difference mixes the offset with the unrelated Fermi-level positions of two separate samples.

The variances, in eV², are

\[
\begin{aligned}
\sigma_A^2&=0.02^2+0.04^2=0.0020,\\
\sigma_B^2&=0.02^2+0.05^2=0.0029,\\
\sigma_S^2&=0.02^2+0.02^2=0.0008.
\end{aligned}
\]

Their sum is 0.0057, so \(\sigma_V=0.0755\) eV. The result is

\[
V=0.60\pm0.08\ \text{eV},
\]

or, with one more digit in the error, \(600\pm75\) meV. The bound for unknown correlations among the three separations is \(0.0447+0.0539+0.0283=0.127\) eV. It still takes the two readings within each spectrum as independent; if all six readings may be correlated, the bound is the sum of their six errors, 0.17 eV.

The shares of the variance show where effort pays. \(D_B\) contributes 51 %, \(D_A\) 35 % and \(S\) 14 %. A perfect interface measurement would lower \(\sigma_V\) only to 0.070 eV. Halving the error of the bulk-B edge would lower it to 0.062 eV. With these inputs the weak point is the location of the valence edges, not that of the core peaks.

**A shared edge error.** If the two edges are located by the same procedure, it may displace both by the same unknown amount \(e\), with standard deviation \(\tau\). Since the edge is subtracted in (2), both \(\delta D_A\) and \(\delta D_B\) contain \(-e\). If the remaining errors are independent, \(C_{AB}=\langle(-e)(-e)\rangle=\tau^2\), and (7) becomes

\[
\sigma_V^2=\sigma_A^2+\sigma_B^2+\sigma_S^2-2\tau^2 .
\]

Suppose that \(\tau=0.03\) eV is already included in the edge errors of the table. Then \(\sigma_V^2=0.0057-0.0018=0.0039\) eV², and \(\sigma_V=0.062\) eV. The reduction is justified only if the displacement really is common to both samples. Edges of different shape may respond differently to the same procedure.

**An error of the energy scale.** Let the spectrometer stretch energies by a small fraction, so that each separation is multiplied by \(1+\varepsilon\), with \(\varepsilon_A\), \(\varepsilon_B\) and \(\varepsilon_S\) for the three sessions. Then

\[
\delta V=\varepsilon_S S+\varepsilon_A D_A-\varepsilon_B D_B .
\]

If all three fractions equal \(\varepsilon\), this is \(\varepsilon(S+D_A-D_B)=\varepsilon V\). For \(\varepsilon=0.1\,\%\) the offset changes by a mere 0.0006 eV. If the same stretch affects the bulk-B session alone, the change is \(-0.001\times53.70=-0.0537\) eV, nearly as large as the whole standard error of \(D_B\). When, as here, the separations are much larger than \(|V|\), a stable energy scale across the sessions therefore matters more than a perfectly calibrated one.

## 8. When the bands bend within the probed depth

Equation (1) refers to the interface plane, but a core peak collects electrons from a range of depths. Let \(x\) be the distance from the interface into either material. Suppose that the binding energies vary linearly,

\[
B(x)=B(0)+s_X x,
\]

with slopes \(s_A\) and \(s_B\). The film A has thickness \(t\), electrons leave along the surface normal, and the signal from depth \(d\) below the surface is weakened by \(e^{-d/\lambda}\). The same attenuation length \(\lambda\) is used for both core lines. Peak positions are taken as centroids, so each is a weighted mean of \(B(x)\).

In the substrate \(d=t+x\). The factor \(e^{-t/\lambda}\) is common to all depths in B and cancels in the mean, leaving

\[
\langle x\rangle_B=\frac{\int_0^\infty x\,e^{-x/\lambda}dx}{\int_0^\infty e^{-x/\lambda}dx}=\frac{\lambda^2}{\lambda}=\lambda .
\]

In the film \(d=t-x\), so the weight is proportional to \(e^{x/\lambda}\). Integration by parts gives

\[
\int_0^t x\,e^{x/\lambda}dx=\lambda t\,e^{t/\lambda}-\lambda^2\left(e^{t/\lambda}-1\right),
\qquad
\int_0^t e^{x/\lambda}dx=\lambda\left(e^{t/\lambda}-1\right).
\]

Their ratio is the mean distance \(u\):

\[
u=\frac{t\,e^{t/\lambda}}{e^{t/\lambda}-1}-\lambda=\frac{t}{1-e^{-t/\lambda}}-\lambda. \tag{9}
\]

For \(t\ll\lambda\), the expansion \(1-e^{-t/\lambda}\approx(t/\lambda)(1-t/2\lambda)\) gives \(u\approx t/2\), the middle of the film. For \(t\gg\lambda\), \(u\approx t-\lambda\): the signal comes from near the outer surface.

The core line of B is displaced by \(s_B\lambda\) and that of A by \(s_Au\). The bulk separations are still assumed to come from samples with flat levels, because bending within the probed depth can displace a core centroid and a fitted valence edge by different amounts. Since \(S\) is the reading of B minus that of A,

\[
V_{\rm measured}-V=s_B\lambda-s_Au. \tag{10}
\]

Take \(t=3.0\) nm, \(\lambda=2.0\) nm, \(s_A=0.02\) eV/nm and \(s_B=-0.03\) eV/nm. Then \(u=1.862\) nm, and the displacement is

\[
(-0.03)(2.0)-(0.02)(1.862)=-0.097\ \text{eV}.
\]

This exceeds the standard error of 0.0755 eV found above. The slopes are strong: they correspond to fields of 2 and \(3\times10^5\) V/cm, about the breakdown field of lightly doped silicon. In a depleted substrate the potential is nearly linear only if the depletion width far exceeds \(\lambda\). For a relative permittivity of 12 and the same slope at the interface, the displacement falls to \(-0.091\) eV at a doping of \(10^{18}\) cm\(^{-3}\) and to \(-0.059\) eV at \(10^{19}\) cm\(^{-3}\). If such slopes were present, the measured offset would have to be raised by 0.097 eV, and the uncertainty of the slopes would have to be added to the error budget.

Thickness is thus a compromise. A thick film weakens the substrate signal and moves the mean depth in A away from the interface. A very thin one may not have the bulk separation \(D_A\). Equation (10) also requires the potential to be linear over the depth that contributes to each peak. For stronger curvature, the weighted mean must be taken over the actual potential profile.

Numerical values quoted here were computed with a short program.
